# Atomic forces from plane-wave pseudopotential energies with a nonlinear core correction, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong with an incomplete force

In Born-Oppenheimer molecular dynamics the ions move on the electronic ground-state energy $E(\{\mathbf R_I\})$, and the true force is $\mathbf F_I=-dE/d\mathbf R_I$. Suppose the equations of motion are integrated with some other force $\tilde{\mathbf F}_I$, so that $M_I\ddot{\mathbf R}_I=\tilde{\mathbf F}_I$. The ionic kinetic energy $K$ then changes at the rate $\sum_I\dot{\mathbf R}_I\cdot\tilde{\mathbf F}_I$, and by the chain rule $E$ changes at the rate $-\sum_I\dot{\mathbf R}_I\cdot\mathbf F_I$. Adding the two,

$$\frac{d}{dt}(K+E)=\sum_I\dot{\mathbf R}_I\cdot(\tilde{\mathbf F}_I-\mathbf F_I).$$

A missing piece of the force makes $K+E$ change whenever that piece does work along the trajectory, and it shifts every stationary geometry of $E$ at which it does not itself vanish; geometries fixed by symmetry, where each term vanishes separately, are not shifted.

Three ways of getting the force wrong can be sized on the two-atom model worked at the end, whose largest force component is 0.042 Ha/bohr. Keeping only the pseudopotential operators and the ion-ion repulsion, and ignoring that the model core charge inside the exchange-correlation energy moves with its atom, gives an error of up to 0.013 Ha/bohr against the numerical derivative of $E$. Including that term but with the exchange-correlation potential of the valence density alone leaves 0.0018 Ha/bohr. Differentiating one term of the relaxed energy, such as the local pseudopotential energy, gives 0.642 Ha/bohr where the correct local contribution is 0.264 Ha/bohr. Differentiating the whole energy numerically avoids all this but costs two self-consistent calculations per coordinate.

## The energy to be differentiated

Hartree atomic units are used. The cell has lattice vectors $\mathbf a_i$ and volume $\Omega$ and is held fixed; $\mathbf T$ are lattice translations and $\mathbf G$ reciprocal-lattice vectors. A periodic field has components $f(\mathbf G)=\Omega^{-1}\int_\Omega f\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. For real fields $f(-\mathbf G)=f^*(\mathbf G)$, and inserting both series into the integral gives

$$\int_\Omega f\,g\,d^3r=\Omega\sum_{\mathbf G}f^*(\mathbf G)\,g(\mathbf G).$$

The orbitals are

$$\psi_{n\mathbf k}(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G,\qquad \tfrac12q^2\le E_{\rm cut},$$

with $\sum_{\mathbf G}c^*_{m\mathbf k}c_{n\mathbf k}=\delta_{mn}$. The system is spin-unpolarized, each occupied band holds $f=2$ electrons, and the k-point weights $w_{\mathbf k}$ sum to one. Squaring the orbital and collecting the terms with $e^{i\mathbf G\cdot\mathbf r}$ gives the valence density,

$$n(\mathbf G)=\frac1\Omega\sum_{\mathbf k n}w_{\mathbf k}f\sum_{\mathbf G'}c^*_{n\mathbf k}(\mathbf G')\,c_{n\mathbf k}(\mathbf G'+\mathbf G).$$

The difference of two basis vectors is no longer than $2\sqrt{2E_{\rm cut}}$, so $n(\mathbf G)$ vanishes outside a sphere of that radius, the density sphere. The Kohn-Sham energy per cell with norm-conserving pseudopotentials is

$$E=T[c]+E_H[n]+E_{\rm loc}[n;\mathbf R]+E_{\rm NL}[c;\mathbf R]+E_{xc}[n+n_c(\mathbf R)]+E_{\rm Ew}(\mathbf R),$$

where $T=\sum w_{\mathbf k}f\sum_{\mathbf G}\tfrac12q^2|c|^2$ and $E_H=2\pi\Omega\sum_{\mathbf G\ne0}|n(\mathbf G)|^2/G^2$ contain no ionic position. The other four terms do.

## Simplest case: one short-ranged well in a frozen density

Take one atom per cell, a spherical short-ranged potential $V(r)$ centred at $\mathbf R$, and a density that is held fixed. The periodic potential is $\sum_{\mathbf T}V(|\mathbf r-\mathbf R-\mathbf T|)$. In its Fourier component the sum over $\mathbf T$ joins the cell integrals into one integral over all space, because $e^{-i\mathbf G\cdot\mathbf T}=1$. The substitution $\mathbf r'=\mathbf r-\mathbf R$ then pulls out a phase:

$$\frac1\Omega\int_{\rm all}V(|\mathbf r-\mathbf R|)\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac1\Omega\,v(G)\,e^{-i\mathbf G\cdot\mathbf R},\qquad v(G)=4\pi\int_0^\infty r^2j_0(Gr)V(r)\,dr .$$

The radial form follows from the angular average of $e^{-i\mathbf G\cdot\mathbf r'}$, which is $\sin(Gr)/(Gr)=j_0(Gr)$. The form factor $v(G)$ is real and knows nothing of the position. The structure factor $e^{-i\mathbf G\cdot\mathbf R}$ carries all of it, so $\partial/\partial\mathbf R$ acts as multiplication by $-i\mathbf G$.

The energy is $E=\sum_{\mathbf G}v(G)e^{-i\mathbf G\cdot\mathbf R}n^*(\mathbf G)$, the factor $\Omega$ of the product rule having cancelled the $1/\Omega$ of the potential. Then

$$\mathbf F=-\frac{\partial E}{\partial\mathbf R}=\sum_{\mathbf G}i\mathbf G\,v(G)\,z^*_{\mathbf G},\qquad z_{\mathbf G}=e^{i\mathbf G\cdot\mathbf R}n(\mathbf G).$$

Since $z_{-\mathbf G}=z^*_{\mathbf G}$, the terms $\mathbf G$ and $-\mathbf G$ add to $i\mathbf Gv(z^*-z)=i\mathbf Gv(-2i\,{\rm Im}\,z)=2\mathbf Gv\,{\rm Im}\,z$. Sharing this equally between the two members of the pair gives a sum that is real term by term:

$$\mathbf F=\sum_{\mathbf G}\mathbf G\,v(G)\,{\rm Im}\!\left[e^{i\mathbf G\cdot\mathbf R}n(\mathbf G)\right].$$

In real space $-\partial_{\mathbf R}V(|\mathbf r-\mathbf R|)=+\nabla V$, so the same force is $\int n\,\nabla V\,d^3r$.

Limit: a single density wave, $n=n_0+2n_1\cos(\mathbf G_0\cdot\mathbf r)$ with $n_1>0$. The only components with $\mathbf G\neq0$ are $n(\pm\mathbf G_0)=n_1$, so $\mathbf F=2\mathbf G_0v(G_0)n_1\sin(\mathbf G_0\cdot\mathbf R)$. Direct integration gives $E={\rm const}+2n_1v(G_0)\cos(\mathbf G_0\cdot\mathbf R)$, whose negative gradient is the same expression. Where $v(G_0)<0$, as for an attractive Gaussian well at any $G_0$, the force near $\mathbf R=0$ is restoring, toward the density maximum. An attractive well with sharp edges can have $v(G_0)>0$ at some short wavelengths, and the force then points away from the maximum. A uniform density gives no force.

## Local pseudopotential with its Coulomb tail

A real local pseudopotential behaves as $-Z_I/r$ at large $r$, and the radial integral does not converge. Write $V_I=(V_I+Z_I/r)-Z_I/r$, where the bracket is short-ranged, and screen every Coulomb interaction, $1/r\to e^{-\kappa r}/r$. The transform of the screened form is

$$4\pi\int_0^\infty r^2\,\frac{\sin Gr}{Gr}\,\frac{e^{-\kappa r}}{r}\,dr=\frac{4\pi}{G}\,\frac{G}{G^2+\kappa^2}=\frac{4\pi}{G^2+\kappa^2}.$$

For $\mathbf G\ne0$ the limit $\kappa\to0$ is harmless, and $v_I(G)={\rm FT}[V_I+Z_I/r]-4\pi Z_I/G^2$. For $\mathbf G=0$ there are three divergent terms. With $N_e=\sum_IZ_I$ for a neutral cell, $n(0)=N_e/\Omega$ and $\alpha_I=\int(V_I+Z_I/r)\,d^3r$, they are: Hartree, $\tfrac12\Omega(4\pi/\kappa^2)(N_e/\Omega)^2=2\pi N_e^2/\Omega\kappa^2$; local, $(N_e/\Omega)\sum_I(\alpha_I-4\pi Z_I/\kappa^2)=N_e\sum_I\alpha_I/\Omega-4\pi N_e^2/\Omega\kappa^2$; and ion-ion, $2\pi N_e^2/\Omega\kappa^2$. The $\kappa^{-2}$ parts cancel and leave

$$E_{\rm loc}=\sum_{\mathbf G\ne0}\sum_Iv_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}n^*(\mathbf G)+\frac{N_e}{\Omega}\sum_I\alpha_I .$$

This treatment takes the potential as strictly periodic, with no macroscopic electric field. The constant does not depend on positions at fixed volume. Only the term with index $I$ depends on $\mathbf R_I$, so the single-atom result carries over:

$$\mathbf F_I^{\rm loc}=\sum_{\mathbf G\ne0}\mathbf G\,v_I(G)\,{\rm Im}\!\left[e^{i\mathbf G\cdot\mathbf R_I}n(\mathbf G)\right].$$

The sum ends at the density sphere without approximation, because $n(\mathbf G)$ is zero beyond it.

Limit: a point ion, $v_I=-4\pi Z_I/G^2$. The Hartree potential is $v_H(\mathbf r)=\sum_{\mathbf G\ne0}4\pi n(\mathbf G)G^{-2}e^{i\mathbf G\cdot\mathbf r}$. Its gradient at $\mathbf R_I$ is $\sum i\mathbf G\,4\pi G^{-2}z_{\mathbf G}$, and the pairing argument (now with $z-z^*=2i\,{\rm Im}\,z$) turns it into $-\sum\mathbf G\,4\pi G^{-2}{\rm Im}\,z_{\mathbf G}$. Hence $\mathbf F^{\rm loc}_I=Z_I\nabla v_H(\mathbf R_I)$. Since $v_H$ is the potential energy of an electron, a charge $+Z_I$ has energy $-Z_Iv_H$ and feels $+Z_I\nabla v_H$: the classical electrostatic force of the electron cloud.

## Why the orbitals may be frozen

When an atom moves, the orbitals relax, and the total derivative has a response part:

$$\frac{dE}{d\mathbf R_I}=\left.\frac{\partial E}{\partial\mathbf R_I}\right|_c+\sum_{\mathbf kn}\sum_{\mathbf G}2\,{\rm Re}\!\left[\frac{\partial E}{\partial c^*_{n\mathbf k}(\mathbf G)}\,\frac{dc^*_{n\mathbf k}(\mathbf G)}{d\mathbf R_I}\right].$$

The form $2\,{\rm Re}$ arises because $E$ is real, so the terms in $dc$ and $dc^*$ are complex conjugates. For the terms that depend on the orbitals through $n$, write $\delta E=\Omega\sum_{\mathbf G}v_{\rm eff}^*(\mathbf G)\,\delta n(\mathbf G)$, where $v_{\rm eff}$ is the sum of the local, Hartree and exchange-correlation potentials. The expression for $n(\mathbf G)$ gives

$$\frac{\partial E}{\partial c^*(\mathbf G')}\bigg|_{n}=w_{\mathbf k}f\sum_{\mathbf G}v^*_{\rm eff}(\mathbf G)\,c(\mathbf G'+\mathbf G)=w_{\mathbf k}f\sum_{\mathbf G''}v_{\rm eff}(\mathbf G'-\mathbf G'')\,c(\mathbf G''),$$

using $\mathbf G''=\mathbf G'+\mathbf G$ and $v^*(\mathbf G)=v(-\mathbf G)$. The kinetic and nonlocal energies are quadratic forms in $c$ and contribute their matrices acting on $c$. Altogether $\partial E/\partial c^*_{n\mathbf k}=w_{\mathbf k}f\,H_{\mathbf k}c_{n\mathbf k}$, with $H_{\mathbf k}$ the Kohn-Sham matrix in the truncated basis. At self-consistency $H_{\mathbf k}c_{n\mathbf k}=\varepsilon_{n\mathbf k}c_{n\mathbf k}$, and the response part becomes

$$\sum_{\mathbf kn}w_{\mathbf k}f\,\varepsilon_{n\mathbf k}\,2\,{\rm Re}\sum_{\mathbf G}c\,\frac{dc^*}{d\mathbf R_I}=\sum_{\mathbf kn}w_{\mathbf k}f\,\varepsilon_{n\mathbf k}\,\frac{d}{d\mathbf R_I}\sum_{\mathbf G}|c_{n\mathbf k}|^2=0 .$$

The norm is the plain sum $\sum|c|^2=1$ at every geometry, because plane waves are orthonormal and do not move with the atoms. Nothing in the argument needs a complete basis. The force is therefore the exact gradient of the energy at the chosen cutoff, although that energy surface differs from the converged one.

The argument needs $c$ to be differentiable in $\mathbf R$. A gap between occupied and empty bands at each $\mathbf k$ makes the occupied subspace a smooth function of the Hamiltonian. Because the Hamiltonian depends on the density, the self-consistent solution must also respond smoothly, which it does at a minimum of $E$ with positive curvature in every direction that changes the occupied subspace. At a symmetry-breaking instability this second condition fails even though the gap is open. Degeneracies among occupied bands do no harm: $E$ is unchanged by unitary mixing of equally occupied orbitals, so one may take eigenvectors at the geometry of interest and continue them as any smooth orthonormal basis of that subspace. If the lowest energy passes from one self-consistent solution to a different one, $E$ generally has a kink and the force jumps. For a Hamiltonian that does not depend on the density, this happens where an occupied and an empty level cross and the integer occupation follows the lower one. With Fermi-Dirac occupations the stationary quantity is the free energy $E-T_{\rm el}S$; its derivative with respect to $f_{n\mathbf k}$ equals $w_{\mathbf k}\mu$ for every state, the extra response is $\mu\,dN_e/d\mathbf R=0$, and the same formulas give the gradient of the free energy rather than of $E$. If the constraint is $\langle c|S(\mathbf R)|c\rangle=1$ with a position-dependent overlap, as for ultrasoft pseudopotentials, PAW or atom-centred bases, then $Hc=\varepsilon Sc$ and $2\,{\rm Re}\langle dc|S|c\rangle=-\langle c|dS|c\rangle$, so $dE/d\mathbf R$ gains $-\sum wf\varepsilon\langle c|\partial S/\partial\mathbf R|c\rangle$; in the first two cases the density also acquires augmentation terms that move with the atoms. Those cases lie outside the result derived here, as does any change of the cell, which changes the vectors $\mathbf q$ themselves.

Limit: one electronic variable $x$ with $E(x;R)=\tfrac12ax^2+\tfrac12b(x-R)^2$ and $a,b>0$. The minimum is at $x^*=bR/(a+b)$, where $R-x^*=aR/(a+b)$ and $E^*=\tfrac12abR^2/(a+b)$. The total derivative is $abR/(a+b)$. The explicit derivative is $b(R-x^*)=abR/(a+b)$, which agrees. The second term alone, evaluated at the relaxed $x^*$, is $\tfrac12ba^2R^2/(a+b)^2$, with derivative $a^2bR/(a+b)^2$, which differs by the factor $a/(a+b)$. Stationarity holds for the sum only. The names "local force" and "nonlocal force" refer to explicit derivatives at frozen orbitals, not to derivatives of relaxed energy terms.

## Kleinman-Bylander projectors

A semilocal pseudopotential adds to the local part a short-ranged radial correction $\delta V_l(r)$ for each angular momentum. The Kleinman-Bylander form replaces it by a separable operator built on the reference pseudo-orbital $\phi_l(r)Y_{lm}$:

$$\hat V_{\rm NL}=\sum_{lm}\frac{|\delta V_l\phi_lY_{lm}\rangle\langle\delta V_l\phi_lY_{lm}|}{\langle\phi_l|\delta V_l|\phi_l\rangle}.$$

Acting on $\phi_lY_{lm}$, the bra yields the denominator, so the result is $\delta V_l\phi_lY_{lm}$, as for the semilocal operator. On other functions the two operators differ, and the separable one can have spurious bound states; that concerns the quality of $E$, not the exactness of its gradient. Normalizing the projector, $\beta_{lm}=p_l(r)Y_{lm}(\hat{\mathbf r})$ with $p_l=\delta V_l\phi_l/\langle\phi_l|\delta V_l^2|\phi_l\rangle^{1/2}$ and $\int r^2p_l^2dr=1$, gives $\hat V_{\rm NL}=\sum_{lm}E_l|\beta_{lm}\rangle\langle\beta_{lm}|$ with $E_l=\langle\phi_l|\delta V_l^2|\phi_l\rangle/\langle\phi_l|\delta V_l|\phi_l\rangle$. Real spherical harmonics are used, so $\beta_{lm}$ is real.

Each atom and each periodic image carries its projectors. Define the projection over all space,

$$b=\int\beta_{lm}(\mathbf r-\mathbf R_I)\,\psi_{n\mathbf k}(\mathbf r)\,d^3r .$$

For the image at $\mathbf R_I+\mathbf T$ the Bloch property gives $e^{i\mathbf k\cdot\mathbf T}b$, with the same modulus, so the energy per cell is

$$E_{\rm NL}=\sum_{\mathbf kn}w_{\mathbf k}f\sum_{Ilm}E_l^I\,|b|^2 .$$

Inserting the plane-wave expansion and shifting the integration variable,

$$b=\sum_{\mathbf G}P^*(\mathbf q)\,c(\mathbf G),\qquad P(\mathbf q)=\Omega^{-1/2}\,\tilde\beta_{lm}(\mathbf q)\,e^{-i\mathbf q\cdot\mathbf R_I},\qquad\tilde\beta_{lm}(\mathbf q)=\int\beta_{lm}\,e^{-i\mathbf q\cdot\mathbf r}d^3r .$$

To reduce $\tilde\beta$ to a radial integral, expand $e^{-iqru}$, with $u=\hat{\mathbf q}\cdot\hat{\mathbf r}$, in Legendre polynomials. The integral representation $j_l(x)=\tfrac12i^l\int_{-1}^1e^{-ixu}P_l(u)\,du$ gives the coefficients $(2l+1)(-i)^lj_l(qr)$, and the addition theorem $(2l+1)P_l(u)=4\pi\sum_mY_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r})$ gives the Rayleigh expansion $e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(qr)Y_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r})$. Orthonormality of the harmonics selects one term:

$$\tilde\beta_{lm}(\mathbf q)=4\pi(-i)^l\,Y_{lm}(\hat{\mathbf q})\,F_l(q),\qquad F_l(q)=\int_0^\infty r^2j_l(qr)\,p_l(r)\,dr .$$

Again the position sits in a phase alone. Since $P^*\propto e^{+i\mathbf q\cdot\mathbf R_I}$,

$$\frac{\partial b}{\partial\mathbf R_I}=\sum_{\mathbf G}i\mathbf q\,P^*(\mathbf q)\,c(\mathbf G),$$

and with $\partial|b|^2=b^*\partial b+b\,\partial b^*=2\,{\rm Re}[b^*\partial b]$,

$$\mathbf F_I^{\rm NL}=-2\sum_{\mathbf kn}w_{\mathbf k}f\sum_{lm}E_l^I\,{\rm Re}\!\left[b^*\,\frac{\partial b}{\partial\mathbf R_I}\right].$$

Each projector, band and k-point costs four sums over the basis, one for $b$ and three for its gradient. In real space $\partial b/\partial\mathbf R_I=-\int\nabla\beta\,\psi=\int\beta\,\nabla\psi$, the last step by parts with a decaying $\beta$; the factor $i\mathbf q$ is the gradient of the orbital. The constant phase $(-i)^l$, and any phase of the eigenvector, cancels between $b^*$ and $\partial b$.

The Bloch vector drops out of the derivative factor. Splitting $\mathbf q=\mathbf k+\mathbf G$, the $\mathbf k$ part of $\partial b$ is $i\mathbf k\,b$, and ${\rm Re}[b^*i\mathbf kb]={\rm Re}[i\mathbf k|b|^2]=0$. The same fact is visible in the double sum $|b|^2=\sum_{\mathbf G\mathbf G'}c^*(\mathbf G')P(\mathbf q')P^*(\mathbf q)c(\mathbf G)$, whose position dependence is the structure factor $e^{i(\mathbf G-\mathbf G')\cdot\mathbf R_I}$, just as for a local potential. What makes the operator nonlocal is that the form factor $\tilde\beta(\mathbf q')\tilde\beta^*(\mathbf q)$ depends on $\mathbf q$ and $\mathbf q'$ separately, and there $\mathbf k$ must be kept.

Limit: an orbital that is a single plane wave has $\partial b=i\mathbf qb$ and exerts no force. Next take a standing wave at $\mathbf k=0$ with $c(\pm\mathbf G_0)=1/\sqrt2$, so $\psi\propto\cos(\mathbf G_0\cdot\mathbf r)$, and write $\theta=\mathbf G_0\cdot\mathbf R$. For an s projector $\tilde\beta=B_0$ is real and even, so $b=\sqrt{2/\Omega}\,B_0\cos\theta$, $E_{\rm NL}=2fE_0B_0^2\cos^2\theta/\Omega$ and $\mathbf F=2fE_0B_0^2\,\mathbf G_0\sin2\theta/\Omega$. A repulsive channel, $E_0>0$, pushes the atom off the antinode. For the p projector oriented along $\mathbf G_0$, $\tilde\beta(\pm\mathbf G_0)=\mp iB_1$ with $B_1$ real, so $b=(2\Omega)^{-1/2}iB_1(e^{i\theta}-e^{-i\theta})=-\sqrt{2/\Omega}\,B_1\sin\theta$, $E_{\rm NL}=2fE_1B_1^2\sin^2\theta/\Omega$ and $\mathbf F=-2fE_1B_1^2\,\mathbf G_0\sin2\theta/\Omega$. The p channel couples most strongly at the node, where the orbital is odd about the atom, and its force has the opposite sign for the same sign of $E_l$.

At self-consistency the force is the explicit derivative of the energy at frozen orbitals, and this has given the local and Kleinman-Bylander terms. The core-correction and ion-ion terms remain, followed by the rigid-translation check, the effect of incomplete self-consistency and the numerical test on two model atoms.
